# Lindhard's Standard Potential Averaged Along an Atomic Row: a program that tests the result

```python
"""
Result under test: Lindhard's standard potential
    V(R) = K * (1/R - 1/sqrt(R^2 + lam^2)),  K = Z1 Z2 e^2/(4 pi eps0),
averaged along a straight atomic row of spacing d, equals
    U(r) = (K/d) * ln(1 + lam^2/r^2),  lam = C*a,  C^2 = 3.
r: distance from the row; a: screening length; E: ion kinetic energy.
Lengths are in nm and energies in eV. The row is static and isolated.
Trajectories in the discrete row test the use of U for channelled ions.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp

mp.mp.dps = 30

# Boron ion beside a <111> row of bcc tungsten; the cubic edge is rough.
Z1, Z2 = 5, 74
cubic_edge = 0.32
d = np.sqrt(3) / 2 * cubic_edge
K = Z1 * Z2 * const.e / (4 * np.pi * const.epsilon_0) * 1e9
bohr = const.physical_constants["Bohr radius"][0] * 1e9
prefactor = (9 * np.pi**2 / 128) ** (1 / 3)
a = prefactor * bohr / np.sqrt(Z1 ** (2 / 3) + Z2 ** (2 / 3))
C = np.sqrt(3)
lam = C * a


def V(R):
    return K * (1 / R - 1 / np.sqrt(R**2 + lam**2))


def U(r):
    return K / d * np.log(1 + lam**2 / r**2)


def force(r):
    return 2 * K / d * lam**2 / (r * (r**2 + lam**2))


# Quadrature along the line, with lengths in units of lam.
def line_integral(x):
    x = mp.mpf(x)
    f = lambda z: 1 / mp.sqrt(z*z + x*x) - 1 / mp.sqrt(z*z + x*x + 1)
    return float(2 * mp.quad(f, [0, x, 10 * x, 100 * x, mp.inf]))


def force_integral(x):
    x = mp.mpf(x)
    f = lambda z: x * ((z*z + x*x) ** mp.mpf(-1.5)
                       - (z*z + x*x + 1) ** mp.mpf(-1.5))
    return float(2 * mp.quad(f, [0, x, 10 * x, 100 * x, mp.inf]))


for x in (0.1, 0.5, 1.0, 3.0, 10.0):
    assert np.isclose(K / d * line_integral(x), U(x * lam), rtol=1e-9)
    assert np.isclose(K / (d * lam) * force_integral(x),
                      force(x * lam), rtol=1e-9)

# Limits close to and far from the row, from the quadrature.
near_ratio = line_integral(0.01) / (2 * np.log(100))
far_ratio = line_integral(20.0) * 20.0**2
assert abs(near_ratio - 1) < 1e-4
assert abs(far_ratio - 1) < 2e-3


# A finite cutoff: divergence of one term, convergence of the difference.
def cut_integral(s, L):
    f = lambda z: 1 / mp.sqrt(z*z + s*s)
    return float(2 * mp.quad(f, [0, s, 5 * s, L]))


x_cut = 0.5
s_cut = np.sqrt(x_cut**2 + 1)
bare10 = cut_integral(x_cut, 10)
bare100 = cut_integral(x_cut, 100)
diff10 = bare10 - cut_integral(s_cut, 10)
diff100 = bare100 - cut_integral(s_cut, 100)
full = line_integral(x_cut)
assert abs(bare100 - bare10 - 2 * np.log(10)) < 2e-3
assert np.isclose(full - diff10, 1 / (2 * 10**2), rtol=0.02)
assert np.isclose(full - diff100, 1 / (2 * 100**2), rtol=0.02)

# Explicit sum over atoms, then mean over one period.
atom_z = d * np.arange(-400, 401)


def row_potential(r, z):
    z = np.atleast_1d(z)
    return V(np.sqrt(r**2 + (z[:, None] - atom_z) ** 2)).sum(axis=1)


period_z = (np.arange(400) + 0.5) * d / 400 - d / 2
for r in (0.01, 0.02, 0.05, 0.1):
    assert np.isclose(row_potential(r, period_z).mean(), U(r), rtol=1e-6)

# Newtonian motion in the discrete row; unit initial speed means mass 2E.
r0 = 0.1
path_atoms = d * np.arange(-30, 121)


def closest_approach(E, psi, phase):
    def motion(t, y):
        x, z, vx, vz = y
        dz = z - path_atoms
        R2 = x * x + dz * dz
        g = K / (2 * E) * (R2**-1.5 - (R2 + lam**2) ** -1.5)
        return [vx, vz, x * g.sum(), (dz * g).sum()]

    def turning(t, y):
        return y[2]

    turning.terminal = True
    turning.direction = 1
    start = [r0, phase * d, -np.sin(psi), np.cos(psi)]
    run = solve_ivp(motion, (0, 30), start, method="DOP853", rtol=1e-8,
                    atol=1e-11, max_step=0.05, events=turning)
    assert run.status == 1
    return run.y_events[0][0][0]


results = []
for E in (1e7, 1e5):
    psi1 = np.sqrt(2 * K / (E * d))
    psi = psi1 / 2
    E_perp = E * np.sin(psi) ** 2 + U(r0)
    r_pred = lam / np.sqrt(np.expm1(E_perp * d / K))
    eta = force(r_pred) * d**2 / (4 * E * r_pred)
    found = np.array([closest_approach(E, psi, k / 8) for k in range(8)])
    spread = (found.max() - found.min()) / r_pred
    results.append((E, psi1, psi, E_perp, r_pred, eta, found, spread))

high, low = results
assert np.all(np.abs(high[6] / high[4] - 1) < 0.01)
assert high[5] < 0.05 < low[5]
assert low[7] > 5 * high[7]

print(f"Ion and atom charge numbers Z1, Z2: {Z1}, {Z2}")
print(f"Rough cubic edge: {cubic_edge:.2f} nm")
print(f"Row spacing d: {d:.4f} nm")
print(f"Coulomb constant K: {K:.2f} eV nm")
print(f"Screening prefactor: {prefactor:.4f}")
print(f"Screening length a: {a:.5f} nm")
print(f"lam = C a: {lam:.5f} nm")
print(f"Energy scale K/d: {K/d:.1f} eV = {K/d*const.e:.3e} J")
for r in (0.005, 0.01, 0.02, 0.05, 0.1):
    print(f"r = {r:.3f} nm: lam^2/r^2 = {lam**2/r**2:.4f}, "
          f"U = {U(r):.1f} eV")
print(f"Force -dU/dr at r = 0.020 nm: {force(0.02):.0f} eV/nm")
for r in (0.02, 0.1):
    beside, midway = row_potential(r, np.array([0, d / 2]))
    print(f"Discrete row, r = {r:.3f} nm: beside atom {beside:.1f} eV, "
          f"midway {midway:.1f} eV")
print(f"Near limit, quadrature/formula at r = 0.01 lam: {near_ratio:.6f}")
print(f"Far limit, quadrature/formula at r = 20 lam: {far_ratio:.6f}")
print("Cutoff integrals at r = lam/2 (dimensionless):")
print(f"  L = 10 lam: bare {bare10:.4f}, difference {diff10:.6f}")
print(f"  L = 100 lam: bare {bare100:.4f}, difference {diff100:.6f}")
print(f"  infinite L: difference {full:.6f}")
print(f"Trajectory starting distance r0: {r0:.3f} nm")
for E, psi1, psi, E_perp, r_pred, eta, found, spread in results:
    print(f"Ion energy E: {E/1e6:.1f} MeV")
    print(f"  psi1: {psi1:.5f} rad, incidence psi: {psi:.5f} rad")
    print(f"  Transverse energy: {E_perp:.1f} eV")
    print(f"  r_min from averaged row: {r_pred:.5f} nm")
    print(f"  r_min in discrete row, 8 phases: {found.min():.5f} "
          f"to {found.max():.5f} nm")
    print(f"  Phase spread / predicted r_min: {100*spread:.2f} %")
    print(f"  Rise per spacing / r_min, eta: {eta:.5f}")
print("OK")
```

Printed output:

```
Ion and atom charge numbers Z1, Z2: 5, 74
Rough cubic edge: 0.32 nm
Row spacing d: 0.2771 nm
Coulomb constant K: 532.79 eV nm
Screening prefactor: 0.8853
Screening length a: 0.01033 nm
lam = C a: 0.01790 nm
Energy scale K/d: 1922.5 eV = 3.080e-16 J
r = 0.005 nm: lam^2/r^2 = 12.8172, U = 5048.4 eV
r = 0.010 nm: lam^2/r^2 = 3.2043, U = 2761.0 eV
r = 0.020 nm: lam^2/r^2 = 0.8011, U = 1131.2 eV
r = 0.050 nm: lam^2/r^2 = 0.1282, U = 231.9 eV
r = 0.100 nm: lam^2/r^2 = 0.0320, U = 60.6 eV
Force -dU/dr at r = 0.020 nm: 85509 eV/nm
Discrete row, r = 0.020 nm: beside atom 6799.0 eV, midway 64.8 eV
Discrete row, r = 0.100 nm: beside atom 91.6 eV, midway 37.0 eV
Near limit, quadrature/formula at r = 0.01 lam: 1.000011
Far limit, quadrature/formula at r = 20 lam: 0.998752
Cutoff integrals at r = lam/2 (dimensionless):
  L = 10 lam: bare 7.3790, difference 1.604466
  L = 100 lam: bare 11.9829, difference 1.609388
  infinite L: difference 1.609438
Trajectory starting distance r0: 0.100 nm
Ion energy E: 10.0 MeV
  psi1: 0.01961 rad, incidence psi: 0.00980 rad
  Transverse energy: 1021.9 eV
  r_min from averaged row: 0.02137 nm
  r_min in discrete row, 8 phases: 0.02137 to 0.02139 nm
  Phase spread / predicted r_min: 0.09 %
  Rise per spacing / r_min, eta: 0.00666
Ion energy E: 0.1 MeV
  psi1: 0.19609 rad, incidence psi: 0.09804 rad
  Transverse energy: 1018.8 eV
  r_min from averaged row: 0.02141 nm
  r_min in discrete row, 8 phases: 0.01954 to 0.02350 nm
  Phase spread / predicted r_min: 18.53 %
  Rise per spacing / r_min, eta: 0.66232
OK
```
